# Interface Energy and Phase Stability of a One-Nanometre Metal Film: verification in Python

```python
"""
Result under test: a change dGamma of the summed energy of both interfaces
of a film shifts its mean free energy per atom by dGamma * Omega / t.
Omega: atomic volume (nm^3); t: film thickness (nm); Gamma: sum over the
two interfaces. A phase with bulk offset Dg (eV/atom) and an interface
advantage DGamma is stable only below t = DGamma * Omega / Dg.
Energies are in eV and lengths in nm unless a name says otherwise.
The sandwich model is a film of A atoms between two B crystals, with
close-packed layers and Lennard-Jones pairs on a fixed common lattice.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

charge = const.e
ev_nm2_per_j_m2 = 1e-18 / charge
ev_nm3_per_gpa = 1e9 * 1e-27 / charge

# Rough cobalt-like inputs and round model choices
omega = 0.011
thickness = 1.0
gamma_change = 1.0          # J/m^2, both interfaces together
bulk_offset = 0.02
temperature = 400.0


def shift_per_atom(gamma_j_m2, volume, film_thickness):
    return gamma_j_m2 * ev_nm2_per_j_m2 * volume / film_thickness


shift = shift_per_atom(gamma_change, omega, thickness)
threshold = bulk_offset * thickness / (omega * ev_nm2_per_j_m2)
critical_thickness = gamma_change * ev_nm2_per_j_m2 * omega / bulk_offset
net_drive = bulk_offset - shift

# ---------- Explicit atomistic sandwich ----------
spacing = (np.sqrt(2) * omega) ** (1 / 3)
layer_height = spacing * np.sqrt(2 / 3)
cell_area = spacing**2 * np.sqrt(3) / 2
substrate_layers = 45
max_separation = 125

index = np.arange(-40, 41)
i_grid, j_grid = np.meshgrid(index, index)
layer_sum = np.zeros((max_separation + 1, 3))
for lateral in range(3):
    u = i_grid + lateral / 3
    v = j_grid + lateral / 3
    in_plane_sq = u * u + v * v + u * v
    for n in range(1, max_separation + 1):
        r_sq = in_plane_sq + n * n * 2 / 3
        layer_sum[n, lateral] = np.sum(r_sq**-6.0 - 2 * r_sq**-3.0)


def stack_energy(species, steps, cross_depth, like_depth=0.4):
    """Interlayer energy per surface cell; in-plane bonds are constant."""
    site = np.cumsum(steps) % 3
    first, second = np.triu_indices(len(species), 1)
    depth = np.where(species[first] == species[second],
                     like_depth, cross_depth)
    lateral = (site[second] - site[first]) % 3
    return np.sum(depth * layer_sum[second - first, lateral])


def sandwich_energy(film_layers, cross_depth, stacking="fcc"):
    m = substrate_layers
    species = np.array([1] * m + [0] * film_layers + [1] * m)
    steps = np.ones(len(species), dtype=int)
    if stacking == "hcp":
        steps[m:m + film_layers] = [1 if k % 2 == 0 else -1
                                    for k in range(film_layers)]
    return stack_energy(species, steps, cross_depth)


# Interface energy from a separate thick bicrystal with one interface
weak_bond = 0.30
bicrystal = np.array([0] * substrate_layers + [1] * substrate_layers)
plain_steps = np.ones(len(bicrystal), dtype=int)
probe = 0.01
response = 2 * (stack_energy(bicrystal, plain_steps, weak_bond + probe)
                - stack_energy(bicrystal, plain_steps, weak_bond))
response /= probe * cell_area
bond_change = gamma_change * ev_nm2_per_j_m2 / abs(response)
strong_bond = weak_bond + bond_change


def sandwich_shift(film_layers, stacking="fcc"):
    return (sandwich_energy(film_layers, strong_bond, stacking)
            - sandwich_energy(film_layers, weak_bond, stacking))


film_layers = 5
film_height = film_layers * layer_height
explicit_shift = -sandwich_shift(film_layers) / film_layers
formula_shift = shift_per_atom(gamma_change, omega, film_height)
interaction_error = abs(explicit_shift - formula_shift)
assert interaction_error < 0.02 * formula_shift
error_ten = abs(-sandwich_shift(10) / 10
                - shift_per_atom(gamma_change, omega, 10 * layer_height))
assert error_ten < interaction_error

# Adding a layer at fixed area hardly feels the interface change
marginal_shift = abs(sandwich_shift(film_layers + 1)
                     - sandwich_shift(film_layers))
assert marginal_shift < 0.05 * explicit_shift

# Scan for the thickest film in which the better-bonded phase wins
winning = [n for n in range(1, 31)
           if sandwich_shift(n) + bulk_offset * n < 0]
last_winning = max(winning)
assert winning == list(range(1, last_winning + 1))
assert last_winning == int(critical_thickness / layer_height)

# A liner that binds both stackings more strongly barely changes their order
hcp_shift = -sandwich_shift(film_layers, "hcp") / film_layers
order_change = abs(hcp_shift - explicit_shift)
assert order_change < 0.02 * explicit_shift

# ---------- Neglected: electron quantum-size energy ----------
hbar_sq_over_2m = const.hbar**2 / (2 * const.m_e) * 1e18 / charge
electron_density = 1 / omega
k_fermi = (3 * np.pi**2 * electron_density) ** (1 / 3)
e_fermi = hbar_sq_over_2m * k_fermi**2
states_2d = 1 / (2 * np.pi * hbar_sq_over_2m)


def slab_excess(film_thickness):
    """Energy per area above bulk for a neutral hard-wall electron slab."""
    width = film_thickness + 3 * np.pi / (4 * k_fermi)
    areal = electron_density * film_thickness
    levels = hbar_sq_over_2m * (np.pi * np.arange(1, 400) / width) ** 2
    for filled in range(1, 399):
        mu = (areal / states_2d + levels[:filled].sum()) / filled
        if mu <= levels[filled]:
            break
    energy = states_2d * np.sum(mu**2 - levels[:filled]**2) / 2
    return energy - 0.6 * e_fermi * areal


smooth_excess = e_fermi * k_fermi**2 / (40 * np.pi)
thick_excess = np.mean([slab_excess(x) for x in np.linspace(12, 20, 81)])
assert abs(thick_excess / smooth_excess - 1) < 2e-3
quantum_size = max(abs(slab_excess(x) - smooth_excess) * omega / x
                   for x in np.linspace(0.8, 1.2, 161))

# ---------- Neglected: misfit strain in one phase only ----------
young_gpa, poisson, strain = 200.0, 0.3, 0.02
lame = young_gpa * poisson / ((1 + poisson) * (1 - 2 * poisson))
shear = young_gpa / (2 * (1 + poisson))


def elastic_density(ratio):
    normal = ratio * strain
    return (0.5 * lame * (2 * strain + normal) ** 2
            + shear * (2 * strain**2 + normal**2))


relaxed = minimize_scalar(elastic_density, bounds=(-3, 3),
                          method="bounded").fun
biaxial = young_gpa / (1 - poisson)
assert abs(relaxed / (biaxial * strain**2) - 1) < 1e-6
strain_energy = relaxed * ev_nm3_per_gpa * omega

# ---------- Neglected: grain boundaries of square columnar grains ----------
grain_size, boundary_difference = 10.0, 0.5
tiles = 1000
wall_length = 2 * (tiles - 1) * tiles * grain_size
wall_per_volume = wall_length / (tiles * grain_size) ** 2
assert abs(wall_per_volume * grain_size / 2 - 1) < 2e-3
grain_energy = (boundary_difference * ev_nm2_per_j_m2
                * omega * 2 / grain_size)

# ---------- Neglected: vibrational softening of one phase ----------
thermal = const.k * temperature / charge
quantum_energy, softening = 0.025, 0.02


def vibration_free_energy(quantum):
    ladder = quantum * (np.arange(2000) + 0.5)
    return -3 * thermal * np.log(np.sum(np.exp(-ladder / thermal)))


vibration = abs(vibration_free_energy(quantum_energy * (1 - softening))
                - vibration_free_energy(quantum_energy))
classical_vibration = abs(3 * thermal * np.log(1 - softening))
# The classical limit misses a quantum term of relative size x^2/12
assert abs(vibration / classical_vibration - 1) < 0.06

neglected_sum = (interaction_error + quantum_size + strain_energy
                 + grain_energy + vibration)
thin_shift = shift_per_atom(gamma_change, omega, thickness - layer_height)
thick_shift = shift_per_atom(gamma_change, omega, thickness + layer_height)
assert neglected_sum < thick_shift - bulk_offset

mixing_energy = 0.1
mixing_gamma = mixing_energy / cell_area / ev_nm2_per_j_m2

# ---------- Output ----------
print(f"1 J/m2 in eV/nm2: {ev_nm2_per_j_m2:.4f}")
print(f"Atomic volume, rough Co: {omega:.3f} nm3")
print(f"Film thickness: {thickness:.1f} nm")
print(f"Atoms per area: {thickness / omega:.1f} per nm2")
print(f"Interface energy change, total: {gamma_change:.1f} J/m2")
print(f"Shift per atom: {shift:.4f} eV")
print(f"Shift if each interface changes so: {2 * shift:.4f} eV")
for metal, volume in (("Cu", 0.012), ("Ru", 0.014),
                      ("W", 0.016), ("Ta", 0.018)):
    value = shift_per_atom(gamma_change, volume, thickness)
    print(f"{metal}: rough volume {volume:.3f} nm3, shift {value:.3f} eV")
print(f"Bulk offset chosen: {bulk_offset:.3f} eV/atom")
print(f"Threshold interface difference: {threshold:.3f} J/m2")
print(f"Critical thickness at 1 J/m2: {critical_thickness:.2f} nm")
print(f"Net free-energy difference at 1 nm: {net_drive:.4f} eV/atom")
for offset in (0.005, 0.05, 0.10):
    limit = offset * thickness / (omega * ev_nm2_per_j_m2)
    print(f"Offset {offset:.3f} eV/atom: threshold {limit:.3f} J/m2")
print(f"Model neighbour distance: {spacing:.4f} nm")
print(f"Model layer height: {layer_height:.4f} nm")
print(f"Area per surface atom: {cell_area:.4f} nm2")
print(f"Model cross-bond depth before: {weak_bond:.4f} eV")
print(f"Model cross-bond depth after: {strong_bond:.4f} eV")
print(f"Five-layer film thickness: {film_height:.3f} nm")
print(f"Five layers, explicit shift size: {explicit_shift:.5f} eV/atom")
print(f"Five layers, formula shift size: {formula_shift:.5f} eV/atom")
print(f"Marginal shift size, sixth layer: {marginal_shift:.5f} eV/atom")
print(f"Thickest winning film, scan: {last_winning} layers")
print(f"Predicted crossing: {critical_thickness / layer_height:.2f} layers")
print(f"Hcp film, explicit shift size: {hcp_shift:.5f} eV/atom")
print(f"Change of fcc-hcp difference: {order_change:.2e} eV/atom")
print(f"Neglected, interface interaction: {interaction_error:.5f} eV/atom")
print(f"Free-electron Fermi energy: {e_fermi:.2f} eV")
print(f"Slab surface excess, numerical: {thick_excess:.3f} eV/nm2")
print(f"Slab surface excess, analytic: {smooth_excess:.3f} eV/nm2")
print(f"Neglected, quantum size (max): {quantum_size:.4f} eV/atom")
print(f"Young modulus {young_gpa:.0f} GPa, Poisson ratio {poisson:.1f}")
print(f"Neglected, {100 * strain:.0f}% strain: {strain_energy:.4f} eV/atom")
print(f"Grain size {grain_size:.0f} nm, "
      f"boundary difference {boundary_difference:.1f} J/m2")
print(f"Neglected, grain boundaries: {grain_energy:.4f} eV/atom")
print(f"Temperature {temperature:.0f} K, "
      f"vibration quantum {quantum_energy:.3f} eV")
print(f"Neglected, {100 * softening:.0f}% softening: "
      f"{vibration:.4f} eV/atom")
print(f"Sum of neglected sizes: {neglected_sum:.4f} eV/atom")
print(f"Shift with one layer less: {thin_shift:.4f} eV/atom")
print(f"Shift with one layer more: {thick_shift:.4f} eV/atom")
print(f"Mixing energy {mixing_energy:.1f} eV/atom in one layer: "
      f"{mixing_gamma:.3f} J/m2")
print("verified")
```

It prints:

```
1 J/m2 in eV/nm2: 6.2415
Atomic volume, rough Co: 0.011 nm3
Film thickness: 1.0 nm
Atoms per area: 90.9 per nm2
Interface energy change, total: 1.0 J/m2
Shift per atom: 0.0687 eV
Shift if each interface changes so: 0.1373 eV
Cu: rough volume 0.012 nm3, shift 0.075 eV
Ru: rough volume 0.014 nm3, shift 0.087 eV
W: rough volume 0.016 nm3, shift 0.100 eV
Ta: rough volume 0.018 nm3, shift 0.112 eV
Bulk offset chosen: 0.020 eV/atom
Threshold interface difference: 0.291 J/m2
Critical thickness at 1 J/m2: 3.43 nm
Net free-energy difference at 1 nm: -0.0487 eV/atom
Offset 0.005 eV/atom: threshold 0.073 J/m2
Offset 0.050 eV/atom: threshold 0.728 J/m2
Offset 0.100 eV/atom: threshold 1.457 J/m2
Model neighbour distance: 0.2496 nm
Model layer height: 0.2038 nm
Area per surface atom: 0.0540 nm2
Model cross-bond depth before: 0.3000 eV
Model cross-bond depth after: 0.3281 eV
Five-layer film thickness: 1.019 nm
Five layers, explicit shift size: 0.06679 eV/atom
Five layers, formula shift size: 0.06737 eV/atom
Marginal shift size, sixth layer: 0.00090 eV/atom
Thickest winning film, scan: 16 layers
Predicted crossing: 16.84 layers
Hcp film, explicit shift size: 0.06679 eV/atom
Change of fcc-hcp difference: 4.32e-06 eV/atom
Neglected, interface interaction: 0.00058 eV/atom
Free-electron Fermi energy: 7.37 eV
Slab surface excess, numerical: 11.352 eV/nm2
Slab surface excess, analytic: 11.352 eV/nm2
Neglected, quantum size (max): 0.0047 eV/atom
Young modulus 200 GPa, Poisson ratio 0.3
Neglected, 2% strain: 0.0078 eV/atom
Grain size 10 nm, boundary difference 0.5 J/m2
Neglected, grain boundaries: 0.0069 eV/atom
Temperature 400 K, vibration quantum 0.025 eV
Neglected, 2% softening: 0.0022 eV/atom
Sum of neglected sizes: 0.0222 eV/atom
Shift with one layer less: 0.0862 eV/atom
Shift with one layer more: 0.0570 eV/atom
Mixing energy 0.1 eV/atom in one layer: 0.297 J/m2
verified
```
